# When does a random alloy band split? Two derivations of the threshold: a program that tests the result

```python
# Coherent potential approximation (CPA) for a random binary alloy.
# Result under test: for a semi-elliptic band of half-width w and site levels
# +delta/2 (A, probability x) and -delta/2 (B, probability y = 1-x), the
# condition <t> = 0 gives a cubic for the averaged site Green function F, and
# the band splits when delta > (w/2) (x^(1/3) + y^(1/3))^(3/2).
# Symbols: sigma = coherent potential, a = w^2/4, u = a F, s = z - u,
# d = delta/w. Functions work in units w = 1; the example is in hartree.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

A_RED = 0.25  # a in units w = 1
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def cubic_roots(z, x, d):
    return np.roots([1.0, -2 * z, z * z - d * d / 4 + A_RED,
                     -A_RED * (z + (2 * x - 1) * d / 2)])


def physical_u(z, x, d):
    roots = cubic_roots(z, x, d)
    return roots[np.argmin(roots.imag)]


def density(e, x, d):
    return -physical_u(e, x, d).imag / (np.pi * A_RED)


def threshold(x):
    return 0.5 * (x ** (1 / 3) + (1 - x) ** (1 / 3)) ** 1.5


def t_matrix(level, sigma, f):
    return (level - sigma) / (1 - f * (level - sigma))


def solve_cpa(z, site_green, x, d):
    """Iterate the coherent potential until the average t-matrix vanishes."""
    sigma = (2 * x - 1) * d / 2 + 0j
    for _ in range(3000):
        f = site_green(z - sigma)
        t_avg = (x * t_matrix(d / 2, sigma, f)
                 + (1 - x) * t_matrix(-d / 2, sigma, f))
        sigma = sigma + t_avg / (1 + f * t_avg)
        if abs(t_avg) < 1e-15:
            break
    assert abs(t_avg) < 1e-12
    return sigma, site_green(z - sigma)


def edges(x, d):
    """Band edges from the stationary points of z(s), in ascending order."""
    def z_of_s(s):
        return s + A_RED * (x / (s - d / 2) + (1 - x) / (s + d / 2))

    def slope_defect(s):
        return A_RED * (x / (s - d / 2)**2 + (1 - x) / (s + d / 2)**2) - 1
    al, be = x ** (1 / 3), (1 - x) ** (1 / 3)
    s_min = d / 2 * (be - al) / (be + al)
    tiny = 1e-6
    points = [brentq(slope_defect, -d / 2 - 1.5, -d / 2 - tiny, xtol=1e-14)]
    if slope_defect(s_min) < 0:
        points += [brentq(slope_defect, -d / 2 + tiny, s_min, xtol=1e-14),
                   brentq(slope_defect, s_min, d / 2 - tiny, xtol=1e-14)]
    points.append(brentq(slope_defect, d / 2 + tiny, d / 2 + 1.5, xtol=1e-14))
    return np.array([z_of_s(s) for s in points])


# Site Green function of the semi-elliptic band by quadrature
n_quad = 600
angle = np.arange(1, n_quad + 1) * np.pi / (n_quad + 1)
nodes, weights = np.cos(angle), 2 / (n_quad + 1) * np.sin(angle)**2


def green_quadrature(z):
    return np.sum(weights / (z - nodes))


for z in (0.3 + 0.2j, -0.9 + 0.1j, 1.4 + 0.3j):
    f0 = green_quadrature(z)
    assert abs(z - 1 / f0 - A_RED * f0) < 1e-10

# Vanishing average t-matrix, solved by iteration, against the cubic
cubic_error = 0.0
for x, d in ((0.2, 0.8), (0.2, 1.2), (0.5, 1.0), (0.05, 0.6)):
    for z in (-0.7 + 0.15j, 0.1 + 0.2j, 0.8 + 0.15j):
        _, f = solve_cpa(z, green_quadrature, x, d)
        cubic_error = max(cubic_error, abs(f - physical_u(z, x, d) / A_RED))
assert cubic_error < 1e-8

# Exactly one root with negative imaginary part in the upper half-plane of z
rng = np.random.default_rng(7)
for _ in range(500):
    z = rng.uniform(-2, 2) + 1j * rng.uniform(0.01, 2)
    r = cubic_roots(z, rng.uniform(0.02, 0.98), rng.uniform(0.1, 2.5))
    assert np.sum(r.imag < 0) == 1

# Leading error of the single-site decoupling: full average over a ring
n_ring, x_ring, d_ring, z_ring = 8, 0.3, 0.05, 0.3 + 0.5j
identity = np.eye(n_ring)
hop = 0.5 * (np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0))
ring_levels = np.linalg.eigvalsh(hop)
sig, f_ring = solve_cpa(z_ring, lambda q: np.mean(1 / (q - ring_levels)),
                        x_ring, d_ring)
medium_inverse = (z_ring - sig) * identity - hop
medium = np.linalg.inv(medium_inverse)
mean_green = np.zeros((n_ring, n_ring), complex)
for config in itertools.product((0, 1), repeat=n_ring):
    occ = np.array(config)
    prob = x_ring**occ.sum() * (1 - x_ring)**(n_ring - occ.sum())
    h_config = hop + np.diag((occ - 0.5) * d_ring)
    mean_green += prob * np.linalg.inv(z_ring * identity - h_config)
t_exact = medium_inverse @ (mean_green - medium) @ medium_inverse
t_square = (x_ring * t_matrix(d_ring / 2, sig, f_ring)**2
            + (1 - x_ring) * t_matrix(-d_ring / 2, sig, f_ring)**2)
ring_ratio = t_exact[0, 1] / (t_square**2 * medium[0, 1]**3)
assert abs(ring_ratio - 1) < 0.02

# Threshold from symbolic discriminants of the cubic
us, es, ds, xs = sp.symbols("u E d x")
quarter = sp.Rational(1, 4)
cubic = (us**3 - 2 * es * us**2 + (es**2 - ds**2 / 4 + quarter) * us
         - quarter * (es + (2 * xs - 1) * ds / 2))
edge_poly = sp.expand(sp.discriminant(cubic, us))
assert sp.Poly(edge_poly, es).degree() == 4
merge = sp.discriminant(edge_poly, es)
split_poly = (4 * ds**2 - 1)**3 - 108 * ds**2 * xs * (1 - xs)
rest = sp.cancel(sp.expand(merge) / sp.expand(split_poly**3 * xs * (1 - xs)))
numerator, denominator = sp.fraction(rest)
assert not denominator.free_symbols
assert len(sp.Poly(numerator, ds, xs).terms()) == 1

# Exact count of real band edges just below and just above the threshold
for xr in (sp.Rational(1, 1000), sp.Rational(1, 50), sp.Rational(1, 5),
           sp.Rational(1, 2), sp.Rational(9, 10)):
    for factor, expected in ((1 - 2e-4, 2), (1 + 2e-4, 4)):
        dr = sp.Rational(int(round(threshold(float(xr)) * factor * 10**7)),
                         10**7)
        count = sp.Poly(edge_poly.subs({ds: dr, xs: xr}), es).count_roots()
        assert count == expected

# Dilute limit: bound state of a single impurity at the band edge
edge_green = quad(lambda q: 2 / np.pi * np.sqrt((1 + q) / (1 - q)), -1, 1)[0]
assert abs(1 / edge_green - threshold(1e-12)) < 1e-3

# Worked example
w, x = 0.10, 0.20
delta_merged, delta_split = 0.08, 0.12
d1, d2 = delta_merged / w, delta_split / w
dc = threshold(x)
e1, e2 = edges(x, d1), edges(x, d2)
assert len(e1) == 2 and len(e2) == 4
for d, found in ((d1, e1), (d2, e2)):
    coeffs = sp.Poly(edge_poly.subs({ds: sp.Rational(str(round(d, 6))),
                                     xs: sp.Rational(1, 5)}), es).all_coeffs()
    r = np.roots([float(c) for c in coeffs])
    real_edges = np.sort(r[abs(r.imag) < 1e-7].real)
    assert len(real_edges) == len(found)
    assert np.allclose(real_edges, found, atol=1e-7)
assert max(density(q, x, d2)
           for q in np.linspace(e2[1] + 1e-4, e2[2] - 1e-4, 50)) < 1e-8
assert density(e2[1] - 1e-3, x, d2) > 1e-3
assert density(e2[2] + 1e-3, x, d2) > 1e-3

# Triple root, cube-root density and opening of the gap at the threshold
al, be = x ** (1 / 3), (1 - x) ** (1 / 3)
e_touch = 1.5 * dc * (be - al) / (be + al)
k_cusp = (al + be)**2 / (dc**2 * al * be)
assert np.ptp(cubic_roots(e_touch, x, dc).real) < 1e-4
cusp_ratios = []
for shift in (-1e-7, 1e-7, 8e-7):
    law = np.sqrt(3) / (2 * np.pi * A_RED) * (abs(shift) / k_cusp) ** (1 / 3)
    cusp_ratios.append(density(e_touch + shift, x, dc) / law)
assert max(abs(np.array(cusp_ratios) - 1)) < 0.02
near = edges(x, dc * 1.001)
gap_law = 4 / 3 * 0.002**1.5 / np.sqrt(3 * k_cusp)
gap_ratio = (near[2] - near[1]) / gap_law
assert abs(gap_ratio - 1) < 0.02

# States in the split upper band, in total and on A sites
n_theta = 800
theta = -np.pi / 2 + (np.arange(n_theta) + 0.5) * np.pi / n_theta
half, mid = (e2[3] - e2[2]) / 2, (e2[3] + e2[2]) / 2
total_weight = a_weight = b_weight = 0.0
for th in theta:
    e = mid + half * np.sin(th)
    u = physical_u(e, x, d2)
    step = half * np.cos(th) * np.pi / n_theta
    total_weight += -u.imag / (np.pi * A_RED) * step
    a_weight += -(1 / (e - u - d2 / 2)).imag / np.pi * step
    b_weight += -(1 / (e - u + d2 / 2)).imag / np.pi * step
assert abs(total_weight - x) < 1e-6
assert abs(x * a_weight + (1 - x) * b_weight - x) < 1e-6
assert a_weight < 0.999 and b_weight > 1e-3

# Gaussian random hopping matrices with a semi-elliptic density
n_mat = 1200
n_a = int(round(x * n_mat))
matrix_deviation = []
for d, ends in ((d1, e1), (d2, e2)):
    m = rng.standard_normal((n_mat, n_mat))
    h = (m + m.T) / np.sqrt(2) / (2 * np.sqrt(n_mat))
    h += np.diag(np.where(np.arange(n_mat) < n_a, d / 2, -d / 2))
    levels = np.linalg.eigvalsh(h)
    grid = np.linspace(ends[0], ends[-1], 3001)
    rho = np.array([density(q, x, d) for q in grid])
    filled = np.concatenate(([0.0], np.cumsum((rho[1:] + rho[:-1]) / 2
                                              * np.diff(grid))))
    assert abs(filled[-1] - 1) < 1e-3
    count = (np.arange(n_mat) + 0.5) / n_mat
    matrix_deviation.append(max(abs(np.interp(levels, grid, filled) - count)))
assert max(matrix_deviation) < 0.01
upper_count = int(np.sum(levels > (e2[1] + e2[2]) / 2))
assert upper_count == n_a

# Pure segments in a lattice alloy reach the edges of the pure-metal bands
n_seg, d_seg = 300, 2.2
eye = np.eye(n_seg)
chain = 0.5 * (np.roll(eye, 1, axis=0) + np.roll(eye, -1, axis=0))
chain += np.diag(np.where(np.arange(n_seg) < n_seg // 2, d_seg / 2, -d_seg / 2))
lev = np.linalg.eigvalsh(chain)
seg_low, seg_high = lev[lev < 0].max(), lev[lev > 0].min()
assert 0 <= seg_high - (d_seg / 2 - 1) < 1e-3
assert 0 <= (1 - d_seg / 2) - seg_low < 1e-3

# One full solution at a real energy in the merged band
e_point = 0.02
u_pt = physical_u(e_point / w, x, d1) * w
a_hartree = w * w / 4
f_pt = u_pt / a_hartree
sigma_pt = e_point - 1 / f_pt - a_hartree * f_pt
t_a = t_matrix(delta_merged / 2, sigma_pt, f_pt)
t_b = t_matrix(-delta_merged / 2, sigma_pt, f_pt)
t_mean = x * t_a + (1 - x) * t_b
assert f_pt.imag < 0 and abs(t_mean) < 1e-12

# Critical minority concentration at the smaller level separation
product = (4 * d1**2 - 1)**3 / (108 * d1**2)
x_crit = (1 - np.sqrt(1 - 4 * product)) / 2
x_bisect = brentq(lambda q: threshold(q) - d1, 1e-9, 0.5)
assert abs(x_crit - x_bisect) < 1e-9


def cplx(v, digits=5):
    return f"{v.real:.{digits}f} {v.imag:+.{digits}f} i"


print(f"half-width w = {w:.2f} hartree; concentration of A x = {x:.2f}")
print(f"a = w^2/4 = {a_hartree:.6f} hartree^2")
print(f"x^(1/3) = {al:.5f}; y^(1/3) = {be:.5f}; sum = {al + be:.5f}")
print(f"threshold delta_c = {dc * w:.5f} hartree = {dc * w * HARTREE_EV:.3f} eV")
print(f"threshold delta_c/w = {dc:.5f}")
print(f"touching energy E* = {e_touch * w:.5f} hartree")
print(f"MERGED: delta = {delta_merged:.2f} hartree")
print(f"band from {e1[0] * w:.5f} to {e1[1] * w:.5f} hartree")
print(f"critical x at this delta = {x_crit:.5f}; x(1-x) = {product:.5f}")
print(f"solution at E = {e_point:.2f} hartree:")
print(f"  cubic root u = {cplx(u_pt, 6)} hartree")
print(f"  F = {cplx(f_pt, 4)} per hartree")
print(f"  density = {-f_pt.imag / np.pi:.4f} states per site per hartree")
print(f"  Sigma = {cplx(sigma_pt, 6)} hartree")
print(f"  t_A = {cplx(t_a, 6)} hartree")
print(f"  t_B = {cplx(t_b, 6)} hartree")
print(f"  |x t_A + y t_B| = {abs(t_mean):.1e} hartree")
print(f"SPLIT: delta = {delta_split:.2f} hartree")
print(f"lower band from {e2[0] * w:.5f} to {e2[1] * w:.5f} hartree")
print(f"upper band from {e2[2] * w:.5f} to {e2[3] * w:.5f} hartree")
gap = (e2[2] - e2[1]) * w
print(f"gap = {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"states in upper band = {total_weight:.6f} per site")
print(f"share of an A site's state in upper band = {a_weight:.4f}")
print(f"share of a B site's state in upper band = {b_weight:.4f}")
print("THRESHOLD TABLE: x, delta_c/w, delta_c in hartree")
for q in (0.001, 0.01, 0.05, 0.10, 0.20, 0.30, 0.50):
    print(f"  {q:.3f}  {threshold(q):.4f}  {threshold(q) * w:.5f}")
print("CHECKS")
print(f"iterated <t>=0 against cubic, largest |dF| w = {cubic_error:.1e}")
print(f"ring: sites = {n_ring}, x = {x_ring}, delta/w = {d_ring}")
print(f"ring: <T>_01 over fourth-order term = {cplx(ring_ratio)}")
print(f"density over cube-root law near E* = {cusp_ratios[1]:.4f}")
print(f"gap over 3/2-power law at 1.001 delta_c = {gap_ratio:.4f}")
print(f"random matrices: size = {n_mat}, A sites = {n_a}")
print(f"largest deviation of integrated density, merged = {matrix_deviation[0]:.4f}")
print(f"largest deviation of integrated density, split = {matrix_deviation[1]:.4f}")
print(f"eigenvalues above mid-gap = {upper_count}")
print(f"segmented ring: sites = {n_seg}, delta/w = {d_seg}")
print(f"segmented ring: inner levels/w = {seg_low:.5f}, {seg_high:.5f}")
print("done: every assertion held")
```

Output:

```
half-width w = 0.10 hartree; concentration of A x = 0.20
a = w^2/4 = 0.002500 hartree^2
x^(1/3) = 0.58480; y^(1/3) = 0.92832; sum = 1.51312
threshold delta_c = 0.09306 hartree = 2.532 eV
threshold delta_c/w = 0.93064
touching energy E* = 0.03169 hartree
MERGED: delta = 0.08 hartree
band from -0.13344 to 0.10405 hartree
critical x at this delta = 0.05833; x(1-x) = 0.05492
solution at E = 0.02 hartree:
  cubic root u = 0.023143 -0.032486 i hartree
  F = 9.2571 -12.9944 i per hartree
  density = 4.1363 states per site per hartree
  Sigma = -0.039510 -0.018563 i hartree
  t_A = 0.023973 -0.091675 i hartree
  t_B = -0.005993 +0.022919 i hartree
  |x t_A + y t_B| = 5.6e-17 hartree
SPLIT: delta = 0.12 hartree
lower band from -0.15247 to 0.02270 hartree
upper band from 0.03606 to 0.11871 hartree
gap = 0.01335 hartree = 0.363 eV
states in upper band = 0.200000 per site
share of an A site's state in upper band = 0.8611
share of a B site's state in upper band = 0.0347
THRESHOLD TABLE: x, delta_c/w, delta_c in hartree
  0.001  0.5766  0.05766
  0.010  0.6672  0.06672
  0.050  0.7855  0.07855
  0.100  0.8547  0.08547
  0.200  0.9306  0.09306
  0.300  0.9717  0.09717
  0.500  1.0000  0.10000
CHECKS
iterated <t>=0 against cubic, largest |dF| w = 1.4e-15
ring: sites = 8, x = 0.3, delta/w = 0.05
ring: <T>_01 over fourth-order term = 1.00014 -0.00048 i
density over cube-root law near E* = 0.9991
gap over 3/2-power law at 1.001 delta_c = 0.9994
random matrices: size = 1200, A sites = 240
largest deviation of integrated density, merged = 0.0031
largest deviation of integrated density, split = 0.0029
eigenvalues above mid-gap = 240
segmented ring: sites = 300, delta/w = 2.2
segmented ring: inner levels/w = -0.10022, 0.10022
done: every assertion held
```
